Re-expanding an outgoing spherical wave about a neighbouring site

**Question**

I am working through multiple-scattering theory and am stuck on an exercise. An outgoing wave leaves a site at **R**. I have to rewrite it in spherical waves about the origin, then show numerically that the series converges for r < R and diverges beyond.

I can't get the coefficients with all their powers of i. My numerical s-wave series also behaves strangely: near the origin it settles quickly, but further out it explodes when I add partial waves. The wave is smooth at those points, so I suspect my Bessel functions. Is the divergence real? If so, why does a singularity at one point ruin the series in every direction, and what should I use further out?

**Answer**

The divergence is real. I first derive the coefficients, then the size of the terms, and then put in numbers.

**Conventions**

Let k > 0, and write L for the pair (l,m). The Y_L are complex spherical harmonics with the Condon-Shortley phase. Define

J_L(r) = j_l(kr) Y_L(r̂), regular at the origin,

H_L(r) = h_l(kr) Y_L(r̂), with h_l = j_l + i y_l.

With time factor e^(−iωt), H_L is outgoing; in particular h_0(x) = e^(ix)/(ix). The wave to be expanded is H_L(r−R), with L fixed. I write s = −R, so that it reads H_L(r+s), with s = |s| = R. When a sum over l' is cut off, all m' of each included l' are kept.

**The coefficients**

Take r < s. As a function of r, the wave solves the Helmholtz equation and is smooth in this ball, because its only singular point lies at distance s. On each sphere inside the ball it therefore has a convergent expansion in spherical harmonics. The coefficient of Y_L'(r̂) solves the radial equation and is finite at r = 0, so it is proportional to j_l'(kr):

H_L(r+s) = Σ_L' J_L'(r) a_L'L(s).

This already proves convergence for r < R. To find a_L'L, look at its dependence on s. Projecting the wave on Y_L' at a small fixed r gives a superposition of outgoing waves with centres near s = 0. So a_L'L(s) is itself an outgoing Helmholtz solution, and

a_L'L(s) = Σ_L'' b_L'' H_L''(s).

The numbers b_L'' follow from the far field. For large x,

h_l(x) → (−i)^(l+1) e^(ix)/x,

and for s → ∞ at fixed r, |r+s| → s + r·ŝ. Hence

H_L(r+s) → (−i)^(l+1) [e^(iks)/(ks)] e^(ik r·ŝ) Y_L(ŝ).

Insert the plane-wave expansion

e^(ik r·ŝ) = 4π Σ_L' i^l' J_L'(r) Y*_L'(ŝ)

and read off the factor of J_L'(r):

a_L'L → 4π i^l' (−i)^(l+1) [e^(iks)/(ks)] Y_L(ŝ) Y*_L'(ŝ).

The product of two harmonics is again a sum of harmonics:

Y_L Y*_L' = Σ_L'' C Y_L'', C = ∫ Y_L Y*_L' Y*_L'' dΩ.

The assumed form of a_L'L has the far field Σ_L'' b_L'' (−i)^(l''+1) [e^(iks)/(ks)] Y_L''(ŝ). Equating the factors of Y_L'' gives

b_L'' = 4π i^l' (−i)^(l−l'') C = 4π i^(l'+l''−l) C,

where the last step uses (−i)^n = i^(−n). The result is

H_L(r−R) = Σ_L' J_L'(r) a_L'L, r < R,

a_L'L = 4π Σ_L'' i^(l'+l''−l) C H_L''(−R).

The inner sum is finite: C vanishes unless |l−l'| ≤ l'' ≤ l+l', l+l'+l'' is even and m'' = m−m'.

**The s wave**

For L = (0,0), Y_00 = 1/√(4π). Since Y*_(l,−m) = (−1)^m Y_(l,m), the integral C is (−1)^m'/√(4π) for l'' = l', m'' = −m', and zero otherwise. Therefore

a_L' = √(4π) i^(2l') (−1)^m' h_l'(kR) Y_(l',−m')(−R̂)
= √(4π) (−1)^l' h_l'(kR) Y*_L'(−R̂)
= √(4π) h_l'(kR) Y*_L'(R̂).

The last line uses the parity (−1)^l' of the harmonic. Multiply the whole expansion by √(4π), so that its left side becomes h_0, and sum over m' with Σ_m Y_L(r̂) Y*_L(R̂) = (2l+1) P_l(cos γ)/(4π). With γ the angle between r and R, and d = |r−R|,

h_0(kd) = Σ_l (2l+1) j_l(kr) h_l(kR) P_l(cos γ).

**Why R is the limit**

For l large compared with (kr)² and (kR)²,

j_l(kr) ≈ (kr)^l/(2l+1)!! · [1 − (kr)²/(4l)],

h_l(kR) ≈ −i (2l−1)!!/(kR)^(l+1) · [1 + (kR)²/(4l)].

Since (2l+1)(2l−1)!! = (2l+1)!!, the double factorials cancel in the product:

(2l+1) j_l(kr) h_l(kR) ≈ −i (r/R)^l/(kR) · [1 + k²(R²−r²)/(4l)].

The wave number affects the prefactor and the correction, but not the geometric factor (r/R)^l.

The Legendre polynomial cannot rescue the series. For 0 < γ < π and large l,

P_l(cos γ) ≈ √(2/(π l sin γ)) cos[(l+½)γ − π/4].

It falls only as l^(−1/2), apart from the cosine. Two successive cosines, cos α and cos(α+γ), cannot both be tiny: from

sin γ = sin(α+γ) cos α − cos(α+γ) sin α

at least one has magnitude ≥ (sin γ)/2. At γ = 0 and γ = π, |P_l| = 1. So for r > R the terms are unbounded in every direction, and the s-wave series diverges at every such point.

This is why smoothness at your point does not help. The radial factors contain r but no direction, so the singularity at R limits the whole sphere r = R.

**How large the error is**

Let x = r/R and cut the series at l = N. For x < 1 the error is the tail beyond N. There l^(−1/2) varies slowly and can be replaced by N^(−1/2). Writing the cosine as the real part of an exponential leaves a geometric sum:

Σ_(l>N) x^l e^(i(l+½)γ) = e^(iγ/2) (x e^(iγ))^(N+1)/(1 − x e^(iγ)).

Its denominator has a simple meaning:

|1 − x e^(iγ)|² = 1 + x² − 2x cos γ = d²/R².

The tail therefore has the envelope

[1/(kR)] √(2/(πN sin γ)) x^(N+1) · R/d.

Dividing by |h_0(kd)| = 1/(kd) cancels k, R and d, and the envelope of the relative error is

ε_N ≈ √(2/(πN sin γ)) (r/R)^(N+1).

For x > 1 the partial sum is dominated by its last terms, and the geometric sum up to N has the same leading magnitude. The formula then describes the growth of the error. It is a leading-order envelope: the actual error oscillates below it, apart from corrections of relative order 1/N. It needs N well above both kr and kR, and also N ≫ k²|R²−r²|/4, N sin γ ≫ 1 and N d/R ≫ 1.

**Numbers for the s wave**

Take round model values k = 1 bohr⁻¹ (energy k²/2 = 0.5 hartree), R = 5 bohr and γ = 60°. These are held fixed while r changes. The reference is the closed form e^(ikd)/(ikd). At r = 7.5 bohr, for example,

d² = 7.5² + 5² − 2·7.5·5·½ = 43.75 bohr²,

so d = 6.61 bohr, and h_0 = 0.0492 − 0.1430 i.

The errors relative to |h_0| are:

r/R = 0.5: 1.3×10⁻⁴ at N = 10; 4.0×10⁻²⁶ at N = 80
r/R = 0.9: 0.090 at N = 10; 1.5×10⁻⁵ at N = 80
r/R = 1.0: 0.27 at N = 10; 0.068 at N = 80
r/R = 1.1: 0.72 at N = 10; 1.4×10² at N = 80
r/R = 1.5: 12.5 at N = 10; 7.0×10¹² at N = 80

At N = 80 the square root in ε_N is √(2/(π·80·0.866)) = 0.096. For r/R = 0.9 the envelope is 0.096·0.9⁸¹ = 1.9×10⁻⁵, and for r/R = 1.1 it is 0.096·1.1⁸¹ = 2.2×10². The computed errors are about 0.8 and 0.6 of these values, consistent with an error that oscillates below its envelope.

The growth rate can be measured directly. I compared the largest error among six successive cutoffs starting at N = 120 with that among six starting at N = 180; six orders make one full turn of the phase at 60°. The error factor per added order is 0.498, 0.897, 1.097 and 1.496 for r/R = 0.5, 0.9, 1.1 and 1.5. These are slightly below r/R because of the factor N^(−1/2).

Convergence inside R can still be slow. For the relative error to stay below 10⁻⁶ from some cutoff on, that cutoff must be N = 17 at r/R = 0.5, but N = 105 at r/R = 0.9, where the oscillating error first dips below 10⁻⁶ at N = 93. Outside, stopping early does not help much in this example: among all cutoffs up to 400, the smallest relative error is 0.14 at r/R = 1.1 (N = 6) and 0.88 at r/R = 1.5 (N = 5).

Your Bessel functions could have had a fault of their own, but the divergence does not need one. At r/R = 1.1 and N = 80, the partial sum computed with 30 digits differs from the one with 80 digits by a relative 6×10⁻³¹. The large number is the true value of that partial sum.

The direction opposite to the source shows the same thing. At r/R = 1.1 and N = 80 the relative error is 2.2×10³ both at γ = 0, half a bohr from the source, and at γ = 180°, 10.5 bohr from it. The two agree because P_l = (±1)^l makes the sum geometric. Its leading magnitude is x^(N+1)/(kR|1∓x|), while |h_0| = 1/(kR|1∓x|). The ratio is x^(N+1) = 1.1⁸¹ ≈ 2.3×10³ in both cases, before the 1/l correction.

**On the sphere r = R**

Here the geometric factor is 1, and the terms behave as P_l(cos γ)/(kR). For 0 < γ < π the oscillating cosine with its slowly falling amplitude gives a convergent sum, but not an absolutely convergent one. The envelope ε_N falls as N^(−1/2), so four times as many orders halve the error. Between N near 96 and N near 384, at 60°, the computed error falls by a factor 1.985.

At γ = π the terms alternate in sign and keep the size 1/(kR) = 0.2, so the partial sums never settle, although the wave is smooth there. At γ = 0 the point is the source itself.

**Higher angular momentum**

For a general source L, the suitable measure is the size of a whole shell l' on a sphere,

S_l'(r)² = j_l'(kr)² Σ_m' |a_L'L|²,

which is the integral of |shell|² over angles. Suppose these sizes stayed bounded on some sphere r₀ > R. At a smaller radius r the ratio j_l'(kr)/j_l'(kr₀) falls as (r/r₀)^l'. A shell of size S_l' is nowhere larger than √((2l'+1)/(4π)) S_l', by the Cauchy-Schwarz inequality. The series would then converge uniformly in every ball smaller than r₀, to a regular Helmholtz solution.

That solution equals H_L(r−R) for r < R. By analytic continuation the two would agree throughout the ball r < r₀ except at the point R. But H_L(r−R) is unbounded near R, while the regular solution is not. So the shell sizes are unbounded on every sphere with r > R.

This does not forbid exceptions on lines or planes where symmetry makes every term vanish. If R lies along z and m ≠ 0, then H_L''(−R) requires m'' = 0, hence m' = m, and Y_L' vanishes on the z axis. Every term is zero there, as is the wave itself. Likewise, for L = (1,0) and R along x, the wave and every term are odd under z → −z and vanish on the whole plane z = 0. "Diverges beyond R" thus holds point by point for the s wave, and in the shell-size sense for general L.

As an example take a d wave, L = (2,1), with k = 1 bohr⁻¹, R = 5·(2,1,2)/3 bohr and r along (−1,2,2)/3. Cut at l' = 34, the series has a relative error of 4×10⁻¹⁰ at r = 2.5 bohr and 2×10¹¹ at r = 10 bohr. From l' = 33 to 34 the shell size changes by a factor 0.52 at the first radius and 2.12 at the second, close to r/R = 0.5 and 2.

**What to use beyond R**

The expansion of H_L(r+s) was derived for r < s, but the function is symmetric in r and s. Exchange their names, and also L' and L''; C is symmetric in these two. For r > s the terms fall geometrically, apart from powers of l', so they may be regrouped by the harmonics of r:

H_L(r−R) = Σ_L' H_L'(r) · 4π Σ_L'' i^(l'+l''−l) C J_L''(−R), r > R.

For the s wave this simply exchanges the radial functions:

h_0(kd) = Σ_l (2l+1) h_l(kr) j_l(kR) P_l(cos γ).

The geometric factor is now (R/r)^l. At N = 80 and 60° the relative error is 3.3×10⁻⁵ at r/R = 1.1 and 5×10⁻¹⁶ at r/R = 1.5. For the d wave at r = 10 bohr, again cut at l' = 34, it is 5×10⁻¹⁰.

**What this means for a solid**

The example's R = 5 bohr, about 2.6 Å, is roughly a nearest-neighbour distance in a metal. Its energy of 0.5 hartree is about 13.6 eV above the flat interstitial potential. In a free-electron estimate for an fcc metal with this spacing, that is about twice the Fermi energy for one valence electron per atom, and close to the Fermi energy for three. Changing the energy does not move the convergence limit.

With equal, non-overlapping atomic spheres, r ≤ R/2 inside the sphere at the origin, so the re-expansion of a neighbour's wave converges there. That does not make a low cutoff accurate: at the touching point r = R/2, with the k and R of the example, the s-wave relative error is 0.28 at N = 3, 0.11 at N = 4 and 8×10⁻⁴ at N = 10. Space-filling cells break the bound r ≤ R/2, though not always the condition r < R. The farthest corner of the Wigner-Seitz cell lies at 0.71 R in fcc, 0.65 R in bcc and 0.87 R in simple cubic, all inside the region of convergence, and at R itself in diamond. Elongated cells can go beyond it. In a simple tetragonal lattice with sides a, a and c, the cell corner lies at ½√(2a²+c²) from its centre. For c > √2 a this exceeds the distance a to the nearest neighbour, and the corner lies outside the region of convergence of that neighbour's wave. Raising the cutoff then makes the s-wave re-expansion at the corner worse in the long run.

The remaining values are in the numerical output below.

Table of computed values

```
wave number k = 1.0 1/bohr, energy = 0.50 hartree
site distance R = 5.0 bohr, kR = 5.0, gamma = 60.0 deg
relative error of the s-wave series, cutoffs N = 5 10 20 40 80
r/R = 0.5: 1.61e-02 1.34e-04 1.09e-07 4.76e-14 4.03e-26
r/R = 0.9: 3.16e-01 9.04e-02 1.74e-02 1.72e-03 1.47e-05
r/R = 1.0: 4.82e-01 2.72e-01 1.39e-01 1.30e-01 6.79e-02
r/R = 1.1: 6.65e-01 7.16e-01 8.92e-01 6.39e+00 1.38e+02
r/R = 1.5: 8.79e-01 1.25e+01 2.99e+02 1.86e+06 7.03e+12
direct wave h_0 at r/R = 0.5: -0.214272 +0.086145 i
direct wave h_0 at r/R = 0.9: -0.209313 -0.012008 i
direct wave h_0 at r/R = 1.0: -0.191785 -0.056732 i
direct wave h_0 at r/R = 1.1: -0.161294 -0.100101 i
direct wave h_0 at r/R = 1.5: +0.049161 -0.142970 i
r/R = 0.5: error factor per order = 0.4982
r/R = 0.9: error factor per order = 0.8970
r/R = 1.1: error factor per order = 1.0965
r/R = 1.5: error factor per order = 1.4956
r/R = 0.5: cutoff N for relative error 1e-6 = 17
r/R = 0.9: cutoff N for relative error 1e-6 = 105
r/R = 1.1: smallest error ever reached = 1.40e-01 at N = 6
r/R = 1.5: smallest error ever reached = 8.79e-01 at N = 5
r/R = 0.5, l = 400: term / leading form = 1.01182, predicted 1.01172
r/R = 1.5, l = 400: term / leading form = 0.98081, predicted 0.98047
r = R, 60 deg: error ratio, N near 96 over N near 384 = 1.985
r = R, 180 deg: size of term l = 400: 0.20002, 1/(kR) = 0.20000
r/R = 1.1, 0 deg: relative error at N = 80: 2.22e+03
r/R = 1.1, 90 deg: relative error at N = 80: 1.45e+02
r/R = 1.1, 180 deg: relative error at N = 80: 2.22e+03
r/R = 1.1, N = 80: relative change of sum, 30 against 80 digits = 5.8e-31
exchanged series h_l(kr) j_l(kR), relative error, same cutoffs
r/R = 1.1: 4.03e-01 1.05e-01 2.16e-02 2.62e-03 3.30e-05
r/R = 1.5: 2.84e-01 5.77e-03 5.18e-05 8.06e-09 5.16e-16
d wave, r = 2.5 bohr: largest projection mismatch = 1.9e-16
d wave, r = 10.0 bohr: largest projection mismatch = 2.8e-16
d wave (l,m) = (2,1), cutoff 34, relative errors:
  r =  2.5 bohr, series in j_l(kr): 3.8e-10
  r = 10.0 bohr, series in j_l(kr): 2.3e+11
  r = 10.0 bohr, series in h_l(kr): 5.3e-10
  r =  2.5 bohr: last shell / previous shell = 0.520, r/R = 0.5
  r = 10.0 bohr: last shell / previous shell = 2.121, r/R = 2.0
```
